# Why Carbon 2p and Copper 3d Converge Slowly in Orthogonalized Plane Waves

**Question.** Orthogonalized plane waves (OPWs) represent the carbon 2s orbital and the silicon 3p orbital with modest wavenumbers. Why do they need much larger ones for carbon 2p and copper 3d, and what do the Fourier tails of s and p orbitals have to do with it?

## What orthogonalization does to a plane wave

Take one atom with a point nucleus of charge \(Z\), a spherical potential and no relativistic effects, in Hartree atomic units. An OPW is a plane wave from which its core components have been removed:

\[
|\chi_{\mathbf q}\rangle=(1-P_c)|\mathbf q\rangle,\qquad P_c=\sum_c|c\rangle\langle c| .
\]

The core orbitals \(c\) are orthonormal eigenfunctions of the same potential as the valence orbital. The plane wave contains every angular momentum:

\[
e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(qr)\,Y_{lm}^*(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r}).
\]

By orthogonality of the \(Y_{lm}\), a core orbital with given \(l,m\) overlaps with that one component and changes no other. The carbon core is 1s, so the \(l=1\) part of a carbon OPW is still the bare \(j_1(qr)\). The copper core has s and p orbitals but no d orbital, so its \(l=2\) part is the bare \(j_2(qr)\). For carbon 2p and copper 3d, an OPW expansion is a plane-wave expansion.

To see what these orbitals miss, we need the benefit that a core partner brings.

## The error of the best expansion

Keep all plane waves with \(|\mathbf q|<K\), and let \(Q\) project on \(|\mathbf q|>K\). Let \(v\) be a normalized valence orbital, orthogonal to the core. An OPW expansion has the form \((1-P_c)\varphi\), where \(\varphi\) is a sum of the kept plane waves.

For any coefficients \(a_c\), split \(v+\sum_c a_c c-\varphi\) into its parts outside and inside the core space. Since \((1-P_c)v=v\) and \((1-P_c)c=0\),

\[
\Big\|v+\sum_c a_c c-\varphi\Big\|^2
=\|v-(1-P_c)\varphi\|^2+\Big\|\sum_c a_c c-P_c\varphi\Big\|^2 .
\]

The choice \(a_c=\langle c|\varphi\rangle\) makes the last term zero. The OPW error is therefore the minimum of the left side over the \(a_c\). Now minimize over \(\varphi\) at fixed \(a_c\): \(\varphi\) can match everything below \(K\) and nothing above it. The missing norm is

\[
w(K)=\min_{\{a_c\}}\Big\|Q\Big(v+\sum_c a_c c\Big)\Big\|^2 .
\]

The plane waves need not reproduce \(v\) itself. They may reproduce \(v\) plus any admixture of core orbitals, because \(1-P_c\) removes the admixture afterwards. As \(Q\) is spherical, it does not mix angular momenta, and core orbitals with another \(l\) or \(m\) cannot help.

For one core partner and real functions,

\[
\|Q(v+ac)\|^2=\langle v|Q|v\rangle+2a\langle c|Q|v\rangle+a^2\langle c|Q|c\rangle .
\]

Setting the derivative to zero gives \(a=-\langle c|Q|v\rangle/\langle c|Q|c\rangle\), and hence

\[
w=\langle v|Q|v\rangle-\frac{\langle c|Q|v\rangle^2}{\langle c|Q|c\rangle}.
\]

Without a partner, \(w=\langle v|Q|v\rangle\).

## Fourier tails come from odd powers at the nucleus

Define the radial transform

\[
f(q)=\sqrt{\frac2\pi}\int_0^\infty R(r)j_l(qr)r^2dr,\qquad \langle v|Q|v\rangle=\int_K^\infty f^2q^2dq .
\]

We need \(I_l=\int_0^\infty r^{l+2}e^{-\zeta r}j_l(qr)\,dr\). For \(l=0\), \(j_0(qr)=\sin(qr)/(qr)\). Since \(\int_0^\infty e^{-\zeta r}\sin(qr)dr=q/(q^2+\zeta^2)\), applying \(-\partial_\zeta\) and dividing by \(q\) gives

\[
I_0=\frac{2\zeta}{(q^2+\zeta^2)^2}.
\]

The Bessel recurrence \(r\,j_{l+1}(qr)=-q^l\partial_q[q^{-l}j_l(qr)]\) gives \(I_{l+1}=-q^l\partial_q(q^{-l}I_l)\). Each step multiplies the prefactor by \(2(l+2)\), adds a factor \(q\) and raises the power of the denominator by one. Thus

\[
I_l=\frac{A_l\,\zeta q^l}{(q^2+\zeta^2)^{l+2}},\qquad A_l=2^{l+1}(l+1)! .
\]

Now let \(R=r^l\sum_j c_je^{-\zeta_jr}=r^l(b_0+b_1r+b_2r^2+b_3r^3+\dots)\). Polynomials times exponentials are limits of such sums. Here \(\sum_jc_j\zeta_j=-b_1\) and \(\sum_jc_j\zeta_j^3=-6b_3\). Expanding \(I_l\) at large \(q\), where only odd powers of \(\zeta\) occur, gives

\[
f(q)=\sqrt{\frac2\pi}\,A_l\left[-\frac{b_1}{q^{l+4}}+\frac{6(l+2)b_3}{q^{l+6}}+\dots\right].
\]

The coefficients \(b_0\) and \(b_2\) leave no power-law tail. The leading tail comes from \(b_1\), the cusp term.

This already corrects a tempting explanation. A bare s orbital has a \(q^{-4}\) tail and a bare p orbital a \(q^{-5}\) tail. The p tail falls faster, so the bare tails alone do not explain the slow convergence of 2p.

## What a core partner cancels

Near the nucleus let \(V=-Z/r+v_0+v_1r+\dots\), and insert \(u=rR=r^{l+1}(b_0+b_1r+\dots)\) into

\[
-\tfrac12u''+\frac{l(l+1)}{2r^2}u+Vu=Eu .
\]

The terms in \(r^l\) give \(-\tfrac12[(l+2)(l+1)-l(l+1)]b_1=Zb_0\), so

\[
b_1=-\frac{Z}{l+1}\,b_0 .
\]

The energy does not enter. Core and valence orbitals of equal \(l\) have the same ratio \(b_1/b_0\), and the combination \(v+ac\) with \(a=-b_0^v/b_0^c\) has neither a \(b_0\) nor a \(b_1\) term. Its \(q^{-(l+4)}\) tail is gone.

The next two orders of the radial equation are

\[
(2l+3)b_2=-Zb_1+(v_0-E)b_0,
\]
\[
(3l+6)b_3=-Zb_2+(v_0-E)b_1+v_1b_0 .
\]

Add the valence equations and \(a\) times the core equations. The terms with \(v_0\) and \(v_1\) cancel, and with \(\Delta=E_v-E_c\) the combination has

\[
b_2=-\frac{\Delta\,b_0^v}{2l+3},\qquad
b_3=\frac{-Zb_2-\Delta\,b_1^v}{3l+6}
=\frac{Z\Delta\,b_0^v}{3l+6}\left[\frac1{2l+3}+\frac1{l+1}\right].
\]

This \(b_3\) is not zero, so the remaining tail is \(q^{-(l+6)}\). One core partner gains two powers of \(q\).

The cancellation is not confined to the nucleus. The two radial equations differ only by \(\Delta\), which matters little where \(|V(r)|\gg\Delta\). For the bare Coulomb potential this means \(r\ll Z/\Delta\); in a screened atom the radius where \(|V|=\Delta\) lies inside \(Z/\Delta\), and although \(\Delta\) is smaller than for the bare nucleus, in the atoms treated below this radius also lies inside the bare-nucleus value (0.37 against 0.44 bohr for carbon 2s). There \(v\) nearly copies the shape of \(c\), and the copied part can be left to the core.

## The 2s and 2p orbitals of one model atom

In a hydrogenic atom with \(Z=1\),

\[
R_{1s}=2e^{-r},\quad R_{2s}=\frac{1-r/2}{\sqrt2}e^{-r/2},\quad R_{2p}=\frac{r}{2\sqrt6}e^{-r/2}.
\]

Their \(b_1\) values are \(-2\), \(-1/\sqrt2\) and \(-1/(4\sqrt6)\). With \(A_0=2\) and \(A_1=8\), the leading tails, apart from the common factor \(\sqrt{2/\pi}\), are

\[
f_{1s}\to\frac4{q^4},\qquad f_{2s}\to\frac{\sqrt2}{q^4},\qquad f_{2p}\to\frac{2}{\sqrt6\,q^5}.
\]

For 2s with its 1s partner, \(\Delta=-\tfrac18+\tfrac12=\tfrac38\) and \(b_0^v=1/\sqrt2\). Then

\[
b_3=\frac{1}{6}\cdot\frac38\cdot\frac1{\sqrt2}\cdot\frac43=\frac{1}{12\sqrt2},
\]

and the remaining tail is \(2\cdot12\,b_3/q^6=\sqrt2/q^6\).

The bare missing norms follow by integration:

\[
w_{2s}^{\rm bare}\to\frac2\pi\int_K^\infty\frac{2\,dq}{q^6}=\frac{4}{5\pi K^5},\qquad
w_{2p}\to\frac2\pi\int_K^\infty\frac{2\,dq}{3q^8}=\frac{4}{21\pi K^7}.
\]

For the OPW case the amount of 1s may still be adjusted, which adds a small multiple of \(q^{-4}\). Write the tail as \(\sqrt2(q^{-6}-sq^{-4})\):

\[
w=\frac4\pi\left[\frac1{9K^9}-\frac{2s}{7K^7}+\frac{s^2}{5K^5}\right].
\]

The minimum is at \(s=5/(7K^2)\), so

\[
w_{2s}^{\rm OPW}\to\frac4{\pi K^9}\left(\frac19-\frac5{49}\right)=\frac{16}{441\pi K^9}.
\]

For general \(Z\), lengths scale as \(1/Z\) and \(K\) becomes \(K/Z\). The ratio is

\[
\frac{w_{2p}}{w_{2s}^{\rm OPW}}\to\frac{4}{21}\cdot\frac{441}{16}\left(\frac KZ\right)^2=\frac{21}{4}\left(\frac KZ\right)^2 ,\qquad K\gg Z .
\]

At large \(K\), and at the values tabulated below, the bare 2s orbital is harder to expand than 2p. Once 1s has taken its share, 2s is the easier one. The computed missing norms show this reversal well before the asymptotic regime:

| \(K\) (1/bohr) | 2s bare | 2s OPW | 2p |
|---|---|---|---|
| 1 | 7.0e-2 | 5.3e-4 | 2.2e-2 |
| 2 | 5.6e-3 | 1.0e-5 | 3.6e-4 |
| 4 | 2.3e-4 | 3.6e-8 | 3.4e-6 |

At \(K=4\) the last two columns have a ratio of about 96, against 84 from the limiting law. At \(K=1\) the ratio is about 41 and the law, which would give 5.25, does not apply.

Energies, computed variationally with the spherical waves of wavenumber up to \(K\) that vanish on a sphere of radius 40 bohr, follow the same order. At \(K=2\), the errors above the exact level of \(-0.125\) hartree are 1.1e-2 hartree for 2s in plane waves, 4.6e-5 for 2s in OPWs and 8.1e-4 for 2p. Because the wavenumbers in a sphere are discrete, these values move by up to about 10% for radii between 30 and 80 bohr; their order does not change.

If the missing partner is the cause, supplying one should cure 2p. Add the single function \(re^{-r}\) to the \(l=1\) plane waves. It is not an eigenfunction, but its \(b_1\) is nonzero, so a free coefficient can cancel the \(q^{-5}\) tail. At \(K=2\) the missing norm of 2p drops from 3.6e-4 to 2.8e-6, a factor of about 130. At so small a \(K\) the cancelled tail is not the whole story: the cusp-free function \(re^{-0.6r^2}\), which cannot cancel it, already brings the missing norm down to 8.4e-6. The exponent 0.6 is close to the best choice for \(K=2\) (0.3 gives 4.6e-5 and 1.2 gives 6.7e-5), so at this \(K\) much of the gain comes from supplying a compact p function of matched size. At \(K=4\) the cusp matters: the same Gaussian lowers the missing norm only from 3.4e-6 to 1.2e-6, while \(re^{-r}\) lowers it to 2.0e-9.

## Carbon and silicon

The next numbers come from self-consistent spherical, spin-restricted atoms with Dirac exchange. Correlation, relativity, spin polarization and the crystal are left out, so the cutoffs illustrate the mechanism and are not recommended settings. With several core partners, all their coefficients are optimized together. The table gives the \(K\) at which \(w=0.001\).

| Orbital | \(\langle r\rangle\) (bohr) | \(K\) bare (1/bohr) | \(K\) OPW (1/bohr) |
|---|---|---|---|
| C 2s | 1.59 | 13.7 | 2.65 |
| C 2p | 1.84 | 6.70 | 6.70 |
| Si 3s | 2.18 | 19.2 | 1.84 |
| Si 3p | 2.88 | 11.1 | 2.60 |

By mean radius, carbon 2p is slightly larger than 2s, so a smaller overall size does not explain its higher OPW cutoff. The 1s core lowers the 2s value from 13.7 to 2.65 and leaves 2p where it was. In kinetic energy,

\[
\frac{K^2}{2}:\qquad \frac{2.65^2}{2}=3.51\ \text{hartree for 2s},\qquad \frac{6.702^2}{2}=22.5\ \text{hartree for 2p}.
\]

The number of plane waves in a given volume grows as \(K^3\), so 2p needs \((6.702/2.65)^3\approx16\) times as many. This factor depends on the chosen threshold: it is about 9 at \(w=0.01\) and about 4 at \(w=0.0001\), with 2p the harder orbital in each case.

Silicon 3p shows that p character is not the obstacle. In bare plane waves it is harder than carbon 2p, but its 2p core partner brings \(K\) down from 11.1 to 2.60. Part of the difference from carbon is size. If \(K\) merely scaled as \(1/\langle r\rangle\), the carbon 2p value would become \(6.70\times1.84/2.88\approx4.3\) in silicon. The actual 2.60 is lower still.

The OPW cutoffs are comparable to \(Z\) or smaller (6.70 for carbon 2p with \(Z=6\), 2.60 for silicon 3p with \(Z=14\)), so the condition \(K\gg Z\) of the \((K/Z)^2\) law is not met. The asymptotic tail powers do not determine these numbers; they come from evaluating the full formula for \(w(K)\).

## Copper 3d: the scale matters as well as the power

A bare d orbital has a \(q^{-6}\) tail, the same power as the 2s tail after its 1s partner has acted. The power alone therefore cannot make 3d difficult. The other factor is the wavenumber at which the decay begins.

For a single function \(R\propto r^2e^{-\zeta r}\), the transform is proportional to \(q^2/(q^2+\zeta^2)^4\). Its maximum satisfies \(2(q^2+\zeta^2)=8q^2\), or \(q=\zeta/\sqrt3\), and the power-law decay sets in for \(q\gg\zeta\). By scaling, \(w\) depends on \(K/\zeta\) alone. Halving the size of the orbital doubles \(K\) and quadruples the cutoff energy. The real 3d orbital needs several exponents, and its compact inner part demands the large ones.

| Cu orbital | \(\langle r\rangle\) (bohr) | \(K\) bare (1/bohr) | \(K\) OPW (1/bohr) |
|---|---|---|---|
| 3s | 0.72 | 51.1 | 5.76 |
| 3p | 0.76 | 32.3 | 8.89 |
| 3d | 1.05 | 17.1 | 17.1 |
| 4s | 3.04 | 12.0 | 1.36 |

For this comparison 3s and 3p are expanded with the inner shells as core; for 4s, the 3s orbital also belongs to the core.

Within the third shell, 3d is the largest orbital and the easiest in bare plane waves. After orthogonalization it is the hardest: 3s has two core partners, 3p has one and 3d has none. Compared with 4s, both causes act together. The 3d orbital is about three times smaller, and no core orbital takes over its inner part. The cutoff energies are about 146 hartree for 3d and 0.92 hartree for 4s, and the plane-wave counts differ by a factor of about 2000 at \(w=0.001\) (about 1200 at \(w=0.01\) and about 900 at \(w=0.0001\)).

The remedy follows from the formula for \(w\): add compact functions of the missing angular momentum, or replace the potential by one whose valence orbital is smoother inside the atom. More core orbitals of another \(l\) would change nothing in this spherical atom. The numerical check checks the tail powers, the limiting ratio and the OPW error formula numerically.

## Table of computed values

```
Hydrogenic atom, Z = 1; K in 1/bohr, w = missing norm (no unit)
K=1: w 2s bare 7.024e-02, 2s OPW 5.318e-04, 2p 2.156e-02, 2p + compact p 1.452e-03
K=2: w 2s bare 5.622e-03, 2s OPW 1.002e-05, 2p 3.571e-04, 2p + compact p 2.755e-06
K=4: w 2s bare 2.276e-04, 2s OPW 3.580e-08, 2p 3.442e-06, 2p + compact p 2.001e-09
Power n in w ~ K^-n, from K = 20 and 40 1/bohr
  2s bare: n = 4.996
  2s OPW: n = 8.991
  2p, no p core: n = 6.997
  3p with 2p core: n = 10.995
  3d, no d core: n = 8.998
w(2p)/w(2s OPW)/K^2 at K=40: 5.2572; limit 21/4 = 5.2500
Energy error above the exact n=2 level -0.125 hartree, in hartree
K=2: 2s bare 1.058e-02, 2s OPW 4.564e-05, 2p 8.139e-04
K=4: 2s bare 2.310e-03, 2s OPW 7.104e-07, 2p 3.352e-05
Atoms: K (1/bohr) at which w = 0.001; mean radius <r> in bohr
C: virial ratio -V/T = 1.999965
  2s: e = -0.4574 hartree, <r> = 1.594, K bare 13.665, K OPW 2.651
  2p: e = -0.1579 hartree, <r> = 1.841, K bare 6.702, K OPW 6.702
Si: virial ratio -V/T = 1.999973
  3s: e = -0.3591 hartree, <r> = 2.178, K bare 19.201, K OPW 1.837
  3p: e = -0.1178 hartree, <r> = 2.877, K bare 11.114, K OPW 2.604
Cu: virial ratio -V/T = 1.999979
  3s: e = -4.0109 hartree, <r> = 0.724, K bare 51.071, K OPW 5.756
  3p: e = -2.5626 hartree, <r> = 0.755, K bare 32.267, K OPW 8.888
  3d: e = -0.1577 hartree, <r> = 1.049, K bare 17.084, K OPW 17.084
  4s: e = -0.1385 hartree, <r> = 3.040, K bare 11.965, K OPW 1.356
Cutoff energy K^2/2: C 2s 3.51, C 2p 22.46, Cu 4s 0.92, Cu 3d 145.93 hartree
Plane-wave count ratio (K ratio cubed): C 2p/2s 16.16, Cu 3d/4s 1999.4
```
